**Dirac force and its classical limit for one energy sign**

The program tests the Heisenberg equation dπ/dt = q(E + cα×B), where π = p − qA is the kinetic momentum, q the charge, E and B the fields, and cα the Dirac velocity matrix. It asserts this equation symbolically for arbitrary potentials and by finite differences for a packet of mixed energy sign. It also asserts the link between cα and π in the eigenbasis of K = cα·π + βmc², and the bound on the difference between the mean velocity and ±c²π/ε, with ε the classical energy without the potential. In a uniform magnetic field the positive and negative parts of one packet turn in opposite directions, and after a quarter period the mean momentum of each agrees with its own classical orbit to better than 1% of the initial momentum. The unsplit packet follows neither orbit: its mean momentum shrinks from 100 to about 80 atomic units in a quarter period. Halving the magnetic field halves the positive part's deviation from the classical orbit. A run in a uniform electric field gives an opposite-sign amplitude of about 0.002, in agreement with the first-order estimate.

## Program and output

```python
"""
Result under test (Hartree atomic units, SI-type fields):
  H = K + q phi,  K = c alpha.pi + beta m c^2,  pi = p - q A
  d pi/dt = q (E + c alpha x B)                      exact
  <c alpha> -> s c^2 pi / eps,  eps = sqrt(m^2 c^4 + c^2 pi^2)
only for states of one sign s = +1 or -1 of K (narrow packets).
q: charge, m: mass, B: magnetic field along z, E: electric field.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.special import gammaln

c, m, q = 1.0 / fine_structure, 1.0, -1.0
rest = m * c**2
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))


def energy(p):
    return np.sqrt(rest**2 + c**2 * np.dot(p, p))


# ---- Heisenberg equation on an arbitrary spinor, arbitrary potentials ----
def check_heisenberg():
    x = sp.symbols("x y z", real=True)
    t, cs, ms, qs = sp.symbols("t c m q", real=True)
    phi = sp.Function("phi")(*x, t)
    A = [sp.Function("A%d" % i)(*x, t) for i in range(3)]
    psi = sp.Matrix([sp.Function("f%d" % i)(*x) for i in range(4)])
    s = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
    al = [sp.Matrix(sp.BlockMatrix([[sp.zeros(2), k], [k, sp.zeros(2)]]))
          for k in s]
    be = sp.diag(1, 1, -1, -1)

    def pi_op(i, f):
        return -sp.I * f.diff(x[i]) - qs * A[i] * f

    def ham(f):
        out = ms * cs**2 * be * f + qs * phi * f
        for i in range(3):
            out += cs * al[i] * pi_op(i, f)
        return out

    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        E_i = -phi.diff(x[i]) - A[i].diff(t)
        B_j = A[i].diff(x[k]) - A[k].diff(x[i])
        B_k = A[j].diff(x[i]) - A[i].diff(x[j])
        left = (sp.I * (ham(pi_op(i, psi)) - pi_op(i, ham(psi)))
                - qs * A[i].diff(t) * psi)
        right = qs * (E_i * psi + cs * (al[j] * B_k - al[k] * B_j) * psi)
        assert all(sp.expand(e) == 0 for e in (left - right))
        speed = sp.I * (ham(x[i] * psi) - x[i] * ham(psi)) - cs * al[i] * psi
        assert all(sp.expand(e) == 0 for e in speed)


check_heisenberg()
for a in alpha:
    assert np.allclose(np.linalg.eigvalsh(c * a), [-c, -c, c, c])


# ---- electron in a uniform magnetic field, oscillator basis ----
class Landau:
    def __init__(self, B, p0):
        self.B = B
        b = abs(q) * B
        mean_n = p0**2 / (2 * b)
        N = int(mean_n + 10 * np.sqrt(mean_n) + 20)
        low = np.diag(np.sqrt(np.arange(1, N)), 1)
        # for q < 0 the commutator is [pi_y, pi_x] = i |q| B
        py = np.sqrt(b / 2) * (low + low.T)
        px = np.sqrt(b / 2) * (low - low.T) / 1j
        one4, oneN = np.eye(4), np.eye(N)
        self.pi = [np.kron(one4, px), np.kron(one4, py)]
        self.vel = [c * np.kron(alpha[i], oneN) for i in range(2)]
        self.K = (c * np.kron(alpha[0], px) + c * np.kron(alpha[1], py)
                  + rest * np.kron(beta, oneN))
        self.E, self.U = np.linalg.eigh(self.K)
        n = np.arange(N)
        z = 1j * p0 / np.sqrt(2 * b)
        coh = np.exp(-abs(z)**2 / 2 + n * np.log(z) - gammaln(n + 1) / 2)
        self.bare = np.kron([1, 0, 0, 0], coh)
        self.bare = self.bare / np.linalg.norm(self.bare)

    def project(self, sign):
        coef = self.U.conj().T @ self.bare
        coef = np.where(np.sign(self.E) == sign, coef, 0)
        weight = np.linalg.norm(coef)**2
        return self.U @ coef / np.sqrt(weight), weight

    def evolve(self, psi, t):
        return self.U @ (np.exp(-1j * self.E * t) * (self.U.conj().T @ psi))

    def mean(self, ops, psi):
        return np.array([np.vdot(psi, o @ psi).real for o in ops])


def classical(p_start, sign, B, t):
    def rhs(_, p):
        v = sign * c**2 * p / energy(p)
        return [q * v[1] * B, -q * v[0] * B]
    return solve_ivp(rhs, (0, t), p_start, rtol=1e-10, atol=1e-10).y[:, -1]


p0, B = 100.0, 100.0
eps0 = energy([p0])
v0 = c**2 * p0 / eps0
omega = c**2 * abs(q) * B / eps0
quarter = np.pi / (2 * omega)
sysB = Landau(B, p0)

# velocity and momentum matrix elements between all eigenstates of K
for i in range(2):
    mv = sysB.U.conj().T @ sysB.vel[i] @ sysB.U
    mp = sysB.U.conj().T @ sysB.pi[i] @ sysB.U
    diff = (sysB.E[:, None] + sysB.E[None, :]) * mv - 2 * c**2 * mp
    assert np.abs(diff).max() < 1e-9 * np.abs(2 * c**2 * mp).max()

# each positive level appears twice (the cut basis adds one at level 0)
positive = np.sort(sysB.E[sysB.E > 0])
E50, E51 = positive[100], positive[102]
gap = E51 - E50
gap_formula = c**2 * abs(q) * B / ((E50 + E51) / 2)
assert abs(E50 - np.sqrt(rest**2 + 2 * c**2 * abs(q) * B * 50)) < 1e-6
assert abs(gap / gap_formula - 1) < 1e-7

plus, w_plus = sysB.project(1)
minus, w_minus = sysB.project(-1)
assert abs(w_plus + w_minus - 1) < 1e-10

# mean force by finite differences, on the packet of mixed sign
t_probe, h = 3e-5, 1e-7
slope = (sysB.mean(sysB.pi, sysB.evolve(sysB.bare, t_probe + h))
         - sysB.mean(sysB.pi, sysB.evolve(sysB.bare, t_probe - h))) / (2 * h)
vm = sysB.mean(sysB.vel, sysB.evolve(sysB.bare, t_probe))
force_probe = np.array([q * vm[1] * B, -q * vm[0] * B])
assert np.linalg.norm(slope - force_probe) < 1e-4 * np.linalg.norm(slope)


def velocity_test(psi, sign):
    p = sysB.mean(sysB.pi, psi)
    e = energy(p)
    v = sysB.mean(sysB.vel, psi)
    spread = np.linalg.norm(sysB.K @ psi - sign * e * psi)
    error = np.abs(v - sign * c**2 * p / e).max()
    assert error <= c * spread / e
    return p, v, error, c * spread / e


p_pl, v_pl, err_pl, bound_pl = velocity_test(plus, 1)
p_mi, v_mi, err_mi, bound_mi = velocity_test(minus, -1)
p_ba, v_ba, err_ba, bound_ba = velocity_test(sysB.bare, 1)
assert err_pl < 0.02 * v0 and err_mi < 0.02 * v0 and err_ba > 0.9 * v0

end_pl = sysB.mean(sysB.pi, sysB.evolve(plus, quarter))
end_mi = sysB.mean(sysB.pi, sysB.evolve(minus, quarter))
end_ba = sysB.mean(sysB.pi, sysB.evolve(sysB.bare, quarter))
cl_pl = classical(p_pl, 1, B, quarter)
cl_mi = classical(p_mi, -1, B, quarter)
dev_pl = np.linalg.norm(end_pl - cl_pl) / p0
dev_mi = np.linalg.norm(end_mi - cl_mi) / p0
assert dev_pl < 0.03 and dev_mi < 0.03
blend = w_plus * cl_pl + w_minus * cl_mi
assert np.linalg.norm(end_ba - blend) < 0.03 * p0
assert np.linalg.norm(end_ba) < 0.9 * p0

# half the field: the quantum deviation should halve
half = Landau(B / 2, p0)
plus_h, _ = half.project(1)
start_h = half.mean(half.pi, plus_h)
end_h = half.mean(half.pi, half.evolve(plus_h, 2 * quarter))
dev_h = np.linalg.norm(end_h - classical(start_h, 1, B / 2, 2 * quarter)) / p0
assert 1.6 < dev_pl / dev_h < 2.4

# ---- sharp momentum, no field: trembling of the upper spinor ----
K0 = c * p0 * alpha[0] + rest * beta
up = np.array([1, 0, 0, 0], complex)
period = np.pi / eps0
times = np.arange(40) * period / 40
v_t = []
for t in times:
    s_t = expm(-1j * K0 * t) @ up
    v_t.append(np.vdot(s_t, c * alpha[0] @ s_t).real)
v_t = np.array(v_t)
assert np.allclose(v_t, v0 * rest / eps0 * (1 - np.cos(2 * eps0 * times)),
                   atol=1e-7)
vals, vecs = np.linalg.eigh(K0)
w_sharp = np.sum(np.abs(vecs[:, vals > 0].conj().T @ up)**2)
assert abs(v_t.mean() - (2 * w_sharp - 1) * v0) < 1e-7

# ---- uniform electric field along x, start at rest with positive sign ----
E_field, dt, steps = -1.0e4, 5e-7, 20000
state, leak = up.copy(), 0.0
for k in range(steps):
    p_mid = q * E_field * (k + 0.5) * dt
    e_mid = energy([p_mid])
    Hs = c * p_mid * alpha[0] + rest * beta
    state = np.cos(e_mid * dt) * state - 1j * np.sin(e_mid * dt) / e_mid * (
        Hs @ state)
    p_now = q * E_field * (k + 1) * dt
    e_now = energy([p_now])
    Hn = c * p_now * alpha[0] + rest * beta
    leak = max(leak, np.linalg.norm(state - Hn @ state / e_now) / 2)
g_start = abs(q * E_field) * m * c**3 / (4 * rest**3)
v_end = np.vdot(state, c * alpha[0] @ state).real
v_end_cl = c**2 * p_now / e_now
assert abs(leak / (2 * g_start) - 1) < 0.03
assert abs(v_end - v_end_cl) < 2 * leak * c


def vec(a):
    return "(%.2f, %.2f)" % tuple(np.round(a, 2) + 0.0)


print("All values in Hartree atomic units unless marked")
print("speed of light c = %.3f" % c)
print("charge q = %.0f, mass m = %.0f" % (q, m))
print("momentum p0 = %.1f, magnetic field B = %.1f" % (p0, B))
print("rest energy m c^2 = %.1f" % rest)
print("classical energy eps = %.1f" % eps0)
print("classical speed c^2 p0/eps = %.3f" % v0)
print("classical force |q| v B = %.1f" % (abs(q) * v0 * B))
print("cyclotron frequency = %.3f" % omega)
print("quarter period = %.6f" % quarter)
print("orbit radius p0/(|q|B) = %.3f" % (p0 / (abs(q) * B)))
print("Landau energies n=50, 51: %.3f, %.3f" % (E50, E51))
print("their gap: %.5f, from formula: %.5f" % (gap, gap_formula))
print("Upper-spinor packet: weights + and - (no unit): %.4f, %.4f"
      % (w_plus, w_minus))
print("START: mean pi (x,y), mean c alpha (x,y)")
print(" positive part:", vec(p_pl), vec(v_pl))
print(" negative part:", vec(p_mi), vec(v_mi))
print(" unsplit packet:", vec(p_ba), vec(v_ba))
print("velocity error and its bound, positive: %.3f, %.3f"
      % (err_pl, bound_pl))
print("velocity error and its bound, negative: %.3f, %.3f"
      % (err_mi, bound_mi))
print("velocity error and its bound, unsplit (s=+1): %.3f, %.3f"
      % (err_ba, bound_ba))
print("Unsplit packet at t = %.1e: mean force from slope" % t_probe,
      vec(slope))
print(" and from q c alpha x B", vec(force_probe))
print("AFTER QUARTER PERIOD: mean pi (x,y), classical pi (x,y)")
print(" positive part:", vec(end_pl), vec(cl_pl))
print(" negative part:", vec(end_mi), vec(cl_mi))
print(" unsplit packet:", vec(end_ba), "weighted classical:", vec(blend))
print(" length of unsplit mean pi = %.2f" % np.linalg.norm(end_ba))
print("deviation/p0, positive, B=100: %.5f (no unit)" % dev_pl)
print("deviation/p0, positive, B=50: %.5f (no unit)" % dev_h)
print("ratio of these deviations: %.3f (no unit)" % (dev_pl / dev_h))
print("deviation/p0, negative, B=100: %.5f (no unit)" % dev_mi)
print("SHARP MOMENTUM p0, upper spinor, no field")
print(" positive weight (no unit) = %.4f" % w_sharp)
print(" trembling frequency 2 eps = %.1f, period = %.4e"
      % (2 * eps0, period))
print(" velocity: start %.3f, largest %.3f, average %.3f"
      % (abs(v_t[0]), v_t.max(), v_t.mean()))
print("ELECTRIC RUN: field E = %.1f, duration = %.4f"
      % (E_field, steps * dt))
print(" field scale m^2 c^3/|q| = %.4e" % (m**2 * c**3 / abs(q)))
print(" largest opposite-sign amplitude = %.4e (no unit)" % leak)
print(" estimate 2 g(0) = %.4e (no unit)" % (2 * g_start))
print(" final pi = %.3f, velocity = %.3f, classical = %.3f"
      % (p_now, v_end, v_end_cl))
print("all good")
```

Output:

```
All values in Hartree atomic units unless marked
speed of light c = 137.036
charge q = -1, mass m = 1
momentum p0 = 100.0, magnetic field B = 100.0
rest energy m c^2 = 18778.9
classical energy eps = 23247.2
classical speed c^2 p0/eps = 80.779
classical force |q| v B = 8077.9
cyclotron frequency = 80.779
quarter period = 0.019446
orbit radius p0/(|q|B) = 1.000
Landau energies n=50, 51: 23247.246, 23327.885
their gap: 80.63902, from formula: 80.63902
Upper-spinor packet: weights + and - (no unit): 0.9029, 0.0971
START: mean pi (x,y), mean c alpha (x,y)
 positive part: (100.02, 0.00) (80.47, 0.00)
 negative part: (101.60, 0.00) (-81.53, 0.00)
 unsplit packet: (100.00, 0.00) (0.00, 0.00)
velocity error and its bound, positive: 0.320, 3.375
velocity error and its bound, negative: 0.091, 3.321
velocity error and its bound, unsplit (s=+1): 80.779, 85.729
Unsplit packet at t = 3.0e-05: mean force from slope (7916.98, 5373.70)
 and from q c alpha x B (7917.01, 5373.70)
AFTER QUARTER PERIOD: mean pi (x,y), classical pi (x,y)
 positive part: (0.63, 99.94) (0.01, 100.02)
 negative part: (1.06, -101.53) (0.89, -101.60)
 unsplit packet: (0.67, 80.37) weighted classical: (0.10, 80.43)
 length of unsplit mean pi = 80.38
deviation/p0, positive, B=100: 0.00626 (no unit)
deviation/p0, positive, B=50: 0.00314 (no unit)
ratio of these deviations: 1.996 (no unit)
deviation/p0, negative, B=100: 0.00191 (no unit)
SHARP MOMENTUM p0, upper spinor, no field
 positive weight (no unit) = 0.9039
 trembling frequency 2 eps = 46494.5, period = 1.3514e-04
 velocity: start 0.000, largest 130.505, average 65.252
ELECTRIC RUN: field E = -10000.0, duration = 0.0100
 field scale m^2 c^3/|q| = 2.5734e+06
 largest opposite-sign amplitude = 1.9429e-03 (no unit)
 estimate 2 g(0) = 1.9430e-03 (no unit)
 final pi = 100.000, velocity = 80.990, classical = 80.779
all good
```
